# Self-energy pole and subband weights in the split-band CPA

## Problem

A lattice has one orbital per site. Its site energy is $e_A$ with probability $c$ and $e_B$ with probability $1-c$, independently from site to site, with $0<c<1$ and $\delta=e_B-e_A>0$. The hopping is the same for both species. Without site energies it gives a host band of normalized density $\rho_0(E)$, positive inside one bounded interval and zero outside, with mean zero and variance $m_2>0$. The host Green function on a site is

$$F_0(w)=\int\frac{\rho_0(E)}{w-E}\,dE .$$

In the single-site coherent potential approximation (CPA), the alloy is replaced by a uniform medium with self-energy $\Sigma(z)$.

(a) Where can $\Sigma$ have a pole, with what residue, and under what condition does the pole exist?

(b) If a gap splits the CPA spectrum, how many states per site lie in each subband?

(c) For a semicircular host, does every split spectrum have the pole?

The retarded functions are limits from $\operatorname{Im}z>0$, and the density of states is $-\operatorname{Im}F(E+i0)/\pi$. A host band with mean $\mu\neq0$ is covered by adding $\mu$ to both site energies and to $\Sigma$.

## The CPA condition

The medium has local Green function $F=F_0(w)$ with $w=z-\Sigma$. Replacing one site of the medium by species $i$ changes its energy by $e_i-\Sigma$. The Dyson equation $G_i=F+F(e_i-\Sigma)G_i$ gives

$$\frac1{G_i}=\frac1F+\Sigma-e_i=u-e_i,\qquad u\equiv\Sigma+\frac1F .$$

The CPA requires the average of $G_i$ to equal $F$:

$$F=\frac{c}{u-e_A}+\frac{1-c}{u-e_B}. \tag{1}$$

## First estimate by scaling

For vanishing hopping $F_0(w)=1/w$, so $1/F=z-\Sigma$ and $u=z$. Putting (1) over a common denominator,

$$F=\frac{z-z_0}{(z-e_A)(z-e_B)},\qquad z_0=(1-c)e_A+c\,e_B .$$

The residues of $F$ at $e_A$ and $e_B$ are $c$ and $1-c$: these are the weights of the two levels. Since $\Sigma=z-1/F$, the zero of $F$ at $z_0$ is a pole of $\Sigma$. Its residue is $-(z_0-e_A)(z_0-e_B)$. With $z_0-e_A=c\delta$ and $z_0-e_B=-(1-c)\delta$, this is

$$Q=c(1-c)\delta^2,$$

the variance of the site energies.

Hopping has the energy scale $\sqrt{m_2}$. Far from resonance it should shift energies by about $m_2/\delta$ and change the residue by a fraction of about $m_2/\delta^2$. The split picture should fail when $\delta\sim\sqrt{m_2}$. These estimates carry no numerical factors and no dependence on $c$.

As an example take $c=0.2$, $e_A=-1$, $e_B=2$ and a semicircular host with $m_2=0.25$. Energies are in units of the host half-width $D$, residues and variances in $D^2$. Then

$$z_0=0.8(-1)+0.2(2)=-0.4,\qquad Q=0.2\times0.8\times3^2=1.44 .$$

The estimated uncertainty of the pole position is $0.25/3\approx0.08$, and that of the residue is $0.25/9\approx3\%$.

## Exact solution

### A closed form for the self-energy

Equation (1) has the same algebra at finite hopping, with $u$ in place of $z$. Let $x=u-z_0$. Then

$$\frac1F=\frac{(x+c\delta)\,[x-(1-c)\delta]}{x}=x+(2c-1)\delta-\frac Qx .$$

Subtract this from $u=z_0+x$. The constant left over is $z_0+(1-2c)\delta=e_A+(1-c)\delta$, which is the mean site energy $\bar e=ce_A+(1-c)e_B$. Hence

$$\Sigma=\bar e+\frac{Q}{u-z_0}. \tag{2}$$

The hopping enters through $\Delta_0(w)=w-1/F_0(w)$. Because $1/F=w-\Delta_0$ and $\Sigma=z-w$,

$$u=z-\Delta_0(w). \tag{3}$$

At large $w$, $F_0=1/w+m_2/w^3+O(w^{-4})$, so $\Delta_0=m_2/w+O(w^{-2})$.

### Which solution is physical

Let $\eta=\operatorname{Im}z>0$. For $\operatorname{Im}w>0$, the Cauchy–Schwarz inequality gives

$$\operatorname{Im}\frac1{F_0}=\operatorname{Im}w\,\frac{\int\rho_0|w-E|^{-2}dE}{\left|\int\rho_0(w-E)^{-1}dE\right|^2}\ge\operatorname{Im}w .$$

Thus $\operatorname{Im}\Delta_0\le0$ and, by (3), $\operatorname{Im}u\ge\eta$. Equations (2) and (3) together ask for a fixed point of

$$T(w)=z-\bar e-\frac{Q}{z-\Delta_0(w)-z_0}.$$

The last term, with its sign, has positive imaginary part and modulus at most $Q/\eta$. So $T$ maps the compact convex set $\{\operatorname{Im}w\ge\eta,\ |w-z+\bar e|\le Q/\eta\}$ into itself, and Brouwer's theorem gives a fixed point.

It is unique in the upper half-plane. The function $g=T-i\eta$ maps that half-plane into itself, so by the Schwarz–Pick lemma two fixed points $w_1\ne w_2$ would satisfy

$$\frac{|w_1-w_2|^2}{(\operatorname{Im}w_1-\eta)(\operatorname{Im}w_2-\eta)}\le\frac{|w_1-w_2|^2}{\operatorname{Im}w_1\operatorname{Im}w_2},$$

which is impossible. The same lemma gives $|T'|<1$ at the fixed point, so the implicit function theorem makes $\Sigma(z)$ analytic. Since $\operatorname{Im}w>\eta$, also $\operatorname{Im}\Sigma<0$.

### (a) The pole

Any pole must be real, since $\Sigma$ is analytic off the real axis. It must be simple, because near a higher-order pole the phase of $\Sigma$ would turn too far for $\operatorname{Im}\Sigma<0$ to hold throughout the upper half-plane. At a pole $w\to\infty$, so $\Delta_0\to0$ and $u\to z$. Equation (2) then diverges only if $z=z_0$.

Let the residue be $R$. Close to $z_0$, $w\approx-R/(z-z_0)$ and $\Delta_0\approx m_2/w\approx-m_2(z-z_0)/R$. Therefore

$$u-z_0\approx(z-z_0)\left(1+\frac{m_2}{R}\right),\qquad R=\frac{Q}{1+m_2/R},$$

and multiplying out,

$$R=Q-m_2 .$$

The sign $\operatorname{Im}\Sigma<0$ requires $R>0$, so $Q>m_2$ is necessary.

It is also sufficient. With $t=1/w$, equations (2) and (3) read

$$[1-t(z-\bar e)]\,[z-z_0-\Delta_0(1/t)]+Qt=0 .$$

The left side is analytic near $z=z_0$, $t=0$, because the host band is bounded. Its derivatives there are $1$ with respect to $z$ and $Q-m_2$ with respect to $t$. Hence

$$t=-\frac{z-z_0}{Q-m_2}+O\big((z-z_0)^2\big).$$

For $Q>m_2$ this real-analytic function has negative slope. Just above the real axis $\operatorname{Im}t<0$, so $\operatorname{Im}w>0$, and uniqueness identifies this branch as the physical one. On the real axis near $z_0$, $w$ is real and large, so $F=F_0(w)$ is real and the density of states vanishes: the pole lies in a gap.

The position is unaffected by the hopping because the medium level $\Sigma$ is infinitely far away at the pole, and the hybridization $\Delta_0$ of a site with the medium vanishes there.

### (b) The weights

Consider, for $\operatorname{Im}z>0$,

$$\Phi=\int\rho_0(E)\ln(w-E)\,dE+\ln F+c\ln(u-e_A)+(1-c)\ln(u-e_B).$$

Here $w$ and $u$ lie in the upper half-plane and $F$ in the lower, so the principal logarithms are continuous. By (1), the last two terms have differential $F\,du$, and $du=d\Sigma-dF/F^2$. Thus

$$d\Phi=F(dz-d\Sigma)+\frac{dF}{F}+F\,d\Sigma-\frac{dF}{F}=F\,dz .$$

The function $F$ is analytic with $\operatorname{Im}F<0$ and $zF\to1$ along the imaginary axis. It is therefore $\int\rho(E)/(z-E)\,dE$ with a normalized density $\rho$. Moreover $\Phi-\ln z\to0$ as $z\to i\infty$, since $w/z$, $u/z$ and $zF$ all tend to 1. Consequently

$$\Phi=\int\rho(E')\ln(z-E')\,dE' ,$$

and $\operatorname{Im}\Phi(E+i0)/\pi$ is the number of states per site above $E$.

In a gap $F$ is real, so $w$ is real and not inside the host band, apart from a possible pole, which can be avoided by moving $E$ slightly. If $w$ is above the band, the first two terms of $\Phi$ both have phase zero. If it is below, their phases are $\pi$ and $-\pi$. They cancel either way. The other two terms give

$$\text{states above }E=\begin{cases}1,&u<e_A,\\1-c,&e_A<u<e_B,\\0,&u>e_B.\end{cases}$$

A gap with states on both sides must be the middle case. The lower subband holds $c$ states per site and the upper $1-c$, whether or not $\Sigma$ has a pole. The argument uses a host band without internal gaps; otherwise the first phase could take other values.

### (c) The semicircular host

For $\rho_0=2\sqrt{D^2-E^2}/(\pi D^2)$, $m_2=D^2/4$ and

$$F_0=\frac{2}{w+\sqrt{w^2-D^2}}=\frac{2\big(w-\sqrt{w^2-D^2}\big)}{D^2}.$$

The two forms give $1/F_0+m_2F_0=w$, hence $\Delta_0=m_2F$. Equation (3) becomes $z=u+m_2F(u)$, with $F(u)$ from (1), and

$$\frac{dz}{du}=1-m_2h(u),\qquad h(u)=\frac{c}{(u-e_A)^2}+\frac{1-c}{(u-e_B)^2}.$$

In a gap $dF/dz<0$, while $dF/du=-h<0$, so $dz/du>0$. Conversely, where $dz/du>0$ at real $u$, the local inverse sends $\operatorname{Im}z>0$ to $\operatorname{Im}u>0$. Then (2) gives $\operatorname{Im}\Sigma<0$ and $\operatorname{Im}w>0$. From $w=m_2F+1/F$,

$$\operatorname{Im}w=-\operatorname{Im}F\,(|F|^{-2}-m_2),$$

so $m_2|F|^2<1$. This selects $F=F_0(w)$, since the two roots of $m_2F^2-wF+1=0$ have product $1/m_2$. The solution is physical and real on the axis.

An interior gap thus exists if the minimum of $h$ between $e_A$ and $e_B$ is below $1/m_2$. Setting $h'=0$ gives $(u-e_A)/(e_B-u)=[c/(1-c)]^{1/3}$. With $s=c^{1/3}+(1-c)^{1/3}$, the distances to the levels are $\delta c^{1/3}/s$ and $\delta(1-c)^{1/3}/s$, and $h_{\min}=s^3/\delta^2$. The two conditions are

$$\text{gap: }\delta^2>m_2s^3,\qquad \text{pole: }\delta^2>\frac{m_2}{c(1-c)} .$$

Since $h(z_0)=1/(c\delta^2)+1/[(1-c)\delta^2]=1/Q$, the pole condition is $h(z_0)<1/m_2$. It is stronger than the gap condition unless $z_0$ is the minimum, which requires $c/(1-c)=[c/(1-c)]^{1/3}$, or $c=1/2$. The answer to (c) is therefore no for $c\ne1/2$.

## Comparison

For the example, the exact pole is at $-0.4\,D$, with no shift of the estimated size $0.08\,D$. The residue is $1.44-0.25=1.19\,D^2$. The reduction is $0.25/1.44\approx17\%$ of the zero-hopping value, not 3%: the scaling estimate missed the factor $1/[c(1-c)]=6.25$.

The gap runs from $-0.625\,D$ to $1.125\,D$, and the subbands hold 0.2 and 0.8 states per site, as in the zero-hopping limit. These weights count states on both species. Of the lower subband's weight, 97.8% is on A sites and the rest on B sites.

The estimated splitting threshold was $\sqrt{m_2}=0.5\,D$. At $c=0.2$ the gap opens at $\delta=0.931\,D$, but the pole appears at $1.25\,D$. Between them lies the alloy with $e_B=0.1\,D$ and $\delta=1.1\,D$. Its variance $Q=0.16\times1.1^2\approx0.194\,D^2$ is below $m_2$. It has a gap from $-0.786\,D$ to $-0.716\,D$ and the same weights 0.2 and 0.8. The energy $z_0=-0.78\,D$ lies in this gap, yet $\Sigma(z_0)=1.80\,D$ is finite.

These gaps belong to the CPA medium. A large random matrix with weak all-to-all hopping of total variance $m_2$ reproduces the semicircular edges above. On a lattice of finite coordination, rare clusters of like atoms put tails of states into a CPA gap. A random chain fills $e_A\pm D$ and $e_B\pm D$ and has a true gap only for $\delta>2D$. With $c=0.2$, $e_A=-1$ and $e_B=2$, its CPA gap runs from about $-0.52\,D$ to $1.02\,D$, while the random chain has about 0.014 states per site in that range.

The numerical check solves the CPA equations by iteration and tests the pole, its residue and the weights for this host, a chain and a skewed band.

## Computed results

```
Energy unit: D = half-width of the host band
Concentration of A, c = 0.200
Site energies eA, eB = -1.000, 2.000 D
Mean site energy = 1.4000 D
Predicted pole z0 = -0.400000 D
Disorder variance Q = 1.440000 D^2
Host: semicircle
  host variance m2 = 0.250000 D^2
  pole from contour = -0.400000 D
  residue from contour = 1.190000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.977778
Host: chain
  host variance m2 = 0.500000 D^2
  pole from contour = -0.400000 D
  residue from contour = 0.940000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.956352
Host: skewed
  host variance m2 = 0.210000 D^2
  pole from contour = -0.400000 D
  residue from contour = 1.230000 D^2
  lower-subband weight = 0.200000 states per site
  A-site share of lower subband = 0.980062
Semicircular host, main alloy
  band edges = -1.50924, -0.62486, 1.12517, 2.90893 D
  lower weight from density = 0.200000 states per site
  upper weight from density = 0.800000 states per site
Smallest eB-eA for a gap = 0.93064 D
Smallest eB-eA for a pole = 1.25000 D
Semicircular host, second alloy: eB = 0.100 D
  disorder variance Q = 0.193600 D^2
  band edges = -1.59756, -0.78584, -0.71602, 1.02669 D
  lower weight from density = 0.200000 states per site
  upper weight from density = 0.800000 states per site
  energy z0 = -0.78000 D
  finite self-energy at z0 = 1.79928 D
```
